Gate length for 100 mV/V drain coupling in a double-gate transistor

**Problem**

A transistor with two identical gates is switched off. Its undoped silicon channel runs from x = 0 at the source to x = L at the drain. The electrostatic disturbance caused by either end decays into the channel as exp(−x/λ), with λ = 5 nm. How long must the gate be if a small change of drain voltage is to move the potential at the top of the source–drain barrier by 100 mV per volt?

Atomic units are used in the algebra, so e = ħ = 1 and an electron's potential energy is −φ. The source potential is zero. Let φ_min be the lowest potential along the centre line; there the electron energy is highest. The required quantity is

c = dφ_min/dV_D at fixed gate voltage, as V_D → 0.

The threshold-voltage shift per drain volt is a different quantity, treated below.

**What the single-mode model assumes**

Far from both ends the channel potential is φ_L = −A, with A > 0, set by the gates. Write f = φ − φ_L for the excess caused by the ends. With negligible mobile charge, f obeys Laplace's equation. Let the film have thickness t_s and permittivity κ_s, and each oxide t_ox and κ_ox. The lowest mode even in the transverse coordinate y is

film: exp(−x/λ) cos(y/λ)
upper oxide: C exp(−x/λ) sin[(t_s/2 + t_ox − y)/λ].

The second form vanishes at the gate, whose potential is fixed. Continuity of potential and of normal displacement at y = t_s/2 requires

cos(t_s/2λ) = C sin(t_ox/λ)
κ_s sin(t_s/2λ) = κ_ox C cos(t_ox/λ).

Dividing the second equation by the first gives

tan(t_s/2λ) tan(t_ox/λ) = κ_ox/κ_s.

The largest root λ is the decay length of the lowest mode; smaller roots belong to modes that decay faster. Some definitions of scale length put a factor π in the exponent; this one does not.

Keeping this mode alone, with its centre-line amplitude matched to the end potentials, gives

f″ = f/λ², f(0) = A, f(L) = A + V_D ≡ B.

L is therefore the distance between the points where the potential is pinned. It equals the drawn gate length only if the junctions lie at the gate edges.

**First estimate by scaling**

At small drain bias the barrier top is near mid-channel, a distance L/2 from the drain. If the source is ignored, a unit change at the drain has decayed there to

c ≈ exp(−L/2λ).

Hence

L ≈ 2λ ln(1/c) = (10 nm) ln 10 = 23.03 nm.

The estimate lets the drain's disturbance pass through the source, although the source potential is held fixed.

**Exact solution of the model**

Set l = L/λ. The solution with the required end values is

f(x) = [A sinh((L − x)/λ) + B sinh(x/λ)]/sinh l.

Each term solves the equation. At x = 0 the sum is A, and at x = L it is B.

Let x_m be the position of the minimum. A change of V_D alters f directly and also moves x_m:

dφ_min/dV_D = ∂f/∂V_D + f′(x_m) dx_m/dV_D.

The second term vanishes because f′(x_m) = 0. V_D enters f through B alone, so

dφ_min/dV_D = sinh(x_m/λ)/sinh l.

At V_D = 0, B = A. The identities

sinh((L − x)/λ) + sinh(x/λ) = 2 sinh(l/2) cosh((x − L/2)/λ)
sinh l = 2 sinh(l/2) cosh(l/2)

reduce the potential to

f(x) = A cosh((x − L/2)/λ)/cosh(l/2).

Its minimum is at x_m = L/2. Therefore

c = sinh(l/2)/sinh l = 1/[2 cosh(L/2λ)].

The barrier parameter A has cancelled. Solving for length,

L = 2λ arccosh[1/(2c)], 0 < c < 1/2.

For c = 0.1 the hyperbolic cosine must be 5, and

L/2λ = arccosh 5 = ln(5 + √24) = 2.2924
L = 10 nm × 2.2924 = 22.92 nm = 229.2 Å.

A finite-difference solution of the mode equation, with a root search on L, gives 22.925 nm.

**Comparing the estimate with the solution**

Written with exponentials, the exact coupling is

c = exp(−L/2λ)/[1 + exp(−L/λ)].

The denominator is the effect of holding the source potential fixed. It lowers the coupling, so the required gate is shorter than the estimate. To find by how much, solve this quadratic equation for exp(L/2λ) and take the root greater than one:

exp(L/2λ) = [1 + √(1 − 4c²)]/(2c).

For small c, √(1 − 4c²) ≈ 1 − 2c², so the right side is approximately (1 − c²)/c. Taking the logarithm,

L ≈ 2λ[ln(1/c) − c²].

The correction is 2λc² = 0.10 nm, which accounts for the difference between 23.03 and 22.92 nm.

In the opposite limit, L → 0, the exact coupling tends to 1/2: the midpoint takes the average of the two end potentials. The scaling form tends to 1. At c = 1/2 it would ask for L = 2λ ln 2, although the exact length is zero. The estimate works here because the gate is several decay lengths long.

The sensitivity to length follows by differentiation:

dc/dL = −sinh(L/2λ)/[4λ cosh²(L/2λ)] = −c tanh(L/2λ)/(2λ).

Since tanh(L/2λ) = √24/5 = 0.980, the slope is −9.8 mV/V per nm. At fixed c, L is proportional to λ, so a 10% error in λ changes the required length by 10%, or 2.3 nm.

**If 100 mV/V means threshold shift**

In the undoped off-state channel, a gate-voltage change moves φ_L by the same amount while the ends stay fixed. At V_D = 0, A = −φ_L, and hence

φ_min = φ_L + A/cosh(L/2λ) = φ_L[1 − 1/cosh(L/2λ)]
dφ_min/dV_G = 1 − 1/cosh(L/2λ).

At 22.92 nm this response is 1 − 1/5 = 0.8. To keep the barrier constant, the drain and gate contributions must cancel:

c dV_D + [1 − 1/cosh(L/2λ)] dV_G = 0
|dV_G/dV_D| = 1/{2[cosh(L/2λ) − 1]}.

The threshold shift is thus 0.1/0.8 = 125 mV/V. Reducing it to 100 mV/V requires cosh(L/2λ) = 6, and L = (10 nm) arccosh 6 = 24.78 nm. A specification must say which quantity it limits.

**Coupling at an operating drain bias**

Take A = 0.5 V and V_D = 0.6 V, so B = 1.1 V, at the length found above. Write

f = P exp(−x/λ) + Q exp(x/λ).

The end conditions are P + Q = A and P exp(−l) + Q exp(l) = B. They give

P = [A exp(l) − B]/(2 sinh l)
Q = [B − A exp(−l)]/(2 sinh l).

At the minimum the two terms are equal, because f′ = 0. Their product is PQ, so f_min = 2√(PQ). Multiplying out,

f_min = √R/sinh l, R = 2AB cosh l − A² − B².

For B ≥ A, the minimum lies inside the channel if P > Q, or B < A cosh l. Differentiating with respect to B gives

dφ_min/dV_D = (A cosh l − B)/(sinh l √R).

Here cosh l = 2 × 5² − 1 = 49 and sinh l = 48.99. Thus R = 53.90 − 0.25 − 1.21 = 52.44 V², and f_min = 0.1478 V. The barrier is 0.5 − 0.1478 = 0.352 eV, compared with 0.5 − 0.5/5 = 0.400 eV at zero drain bias.

The local coupling has fallen to 66 mV/V because the minimum has moved towards the source. The average from zero to 0.6 V is (0.1478 − 0.1000)/0.6, or 80 mV/V. A measurement between two widely separated drain voltages therefore does not give the small-signal value.

**Beside a real device**

With 1.5 nm of oxide, κ_ox = 3.9 and κ_s = 11.7, the mode condition gives t_s = 8.2 nm for λ = 5 nm. These rough dimensions are comparable with those of silicon fin transistors. One assumption such devices break is that the end potential has the shape of a single mode. If it is uniform across the film and falls linearly through the oxide, its projection on the lowest mode has centre-line amplitude 1.118. A two-dimensional Laplace solution then gives 112 mV/V instead of 100 mV/V at the same length; restoring 100 mV/V takes 24.1 nm. Another is that the ends are ideal conductors. With A = 0.5 V and abrupt source and drain doping of 10²⁰ cm⁻³, a nonlinear one-dimensional calculation at 300 K, including depletion and carrier spill-over, gives 93 mV/V. Read through the ideal formula, that corresponds to an apparent length of 23.6 nm. With such ends A no longer cancels, so the coupling changes with gate voltage. The two calculations change different assumptions separately, so their shifts should not simply be added. In length they point in opposite directions: the first asks for a gate 1.1 nm longer, the second for one 0.7 nm shorter (22.2 nm). The decimals of 22.92 nm therefore belong to the model; for a fabricated gate the result means roughly 23 nm, uncertain by at least 1 nm.

**Other limits at the same operating point**

Electrons can tunnel through the barrier as well as pass over it. A semiclassical estimate with transport mass 0.19 mₑ gives 1.17 times the classical thermal current at 300 K, equivalent to lowering the barrier by 4 meV. Near the barrier top, transmission falls with depth Δ as exp(−2πΔ/ω), where ω is the frequency of the inverted parabola. The thermal population grows as exp(Δ/kT). For a parabolic barrier these rates balance at kT = ω/2π, or about 90 K here. The classical picture of current over the barrier fails gradually as the temperature falls towards this value, even if the electrostatic coupling is unchanged. For a parabola the current is already twice the classical one near 150 K. The actual barrier is thinner than the parabola at depth, so tunnelling far below the top takes over somewhat earlier, between about 110 and 100 K.

Transverse confinement, estimated with hard walls, a flat potential across the film and mass 0.92 mₑ, raises the lowest electron energy by 6 meV. That mass applies to (100) film surfaces; for the (110) sidewalls common in fins it is about 0.3 mₑ, and the shift is about 18 meV. A shift independent of V_D would not alter c. In the mode used here, however, the excess potential varies as cos(y/λ) across the film. The lowest level follows its average over the electron density, which is between 0.96 and 0.97 of the centre-line value. The coupling of that level is therefore 3–4% smaller than that of the centre-line potential. At 300 K this level carries only about a third of the thermal current; higher levels and other valleys spread further across the film, and the current-weighted reduction is about 5%.

The model's peak lateral field, 2.2 MV/cm at the drain, exceeds the rough breakdown field of long silicon junctions, a few tenths of a MV/cm. Here the energy available is also limited. An electron starting at the barrier top reaches the drain with at most 0.35 + 0.60 = 0.95 eV above the band edge, less than the 1.12 eV gap. Electrons in the thermal tail can have more. For tunnelling between bands, the highest valence energy at the film surface lies 0.12 eV below the drain conduction edge, so the elastic window is closed if the gap is 1.12 eV everywhere. Both margins ignore gap narrowing in the drain, roughly 0.09 eV at 10²⁰ cm⁻³, which is comparable with them. A larger drain bias or a more negative gate voltage reduces this margin.

If the drain potential is uniform up to the oxide, the full difference B = 1.1 V falls across the oxide there. The field is then 1.1 V/1.5 nm = 7.3 MV/cm, not far below a rough breakdown value of 10 MV/cm. This is an upper bound: at 10²⁰ cm⁻³ the drain surface depletes and takes about 0.2 V, which leaves about 6 MV/cm in the oxide. For an assumed barrier of 3.1 eV at the gate, the estimated transmission through the oxide is 1.9 × 10⁻⁷ (a higher barrier, as with a mid-gap metal, lowers it), while the thermal factor for the source barrier is 1.4 × 10⁻⁵, measured from the source Fermi level, which lies 0.06 eV above the band edge at the doping used above. These are not currents: the areas and the supply of electrons differ. Gate leakage may therefore matter if the gate overlaps a large area of the drain. The numerical output lists the inputs to these estimates.

Table of computed values

```
decay length (input): 5 nm
target coupling (input): 100 mV/V
long-channel barrier A (input): 0.5 V
operating drain bias (input): 0.6 V
temperature (input): 300 K
oxide thickness (input): 1.5 nm
oxide permittivity (input): 3.9
silicon permittivity (input): 11.7
required cosh(L/2lambda): 5
L/2lambda: 2.2924
GATE LENGTH, closed form: 22.924 nm
gate length, converted: 229.24 angstrom
gate length, numerical root: 22.925 nm
gate length, long-gate form: 23.026 nm
coupling slope with length: -9.798 mV/V per nm
gate response at this length: 0.8 V/V
threshold shift at this length: 125 mV/V
length for 100 mV/V threshold shift: 24.779 nm
barrier at zero drain bias: 0.4 eV
barrier at operating bias: 0.3522 eV
local coupling at operating bias: 65.96 mV/V
mean coupling, zero to operating bias: 79.7 mV/V
film thickness from mode condition: 8.227 nm
decay length from eigenproblem: 5 nm
2D lowest-mode amplitude: 1.118
2D Laplace coupling: 111.8 mV/V
length restoring target with 2D amplitude: 24.06 nm
source/drain doping (input): 1e+20 cm^-3
density-of-states mass (input): 1.08 m_e
coupling with depletion and carriers: 93.47 mV/V
apparent single-mode length: 23.61 nm
transport mass (input): 0.19 m_e
tunnelling-corrected/classical current: 1.17
equivalent barrier change: 4.1 meV
tunnelling crossover temperature: 90 K
confinement mass (input): 0.92 m_e
confinement energy: 6 meV
peak lateral field at drain: 2.18 MV/cm
largest oxide field: 7.33 MV/cm
oxide barrier (input): 3.1 eV
oxide tunnelling mass (input): 0.4 m_e
gate-oxide WKB transmission: 1.9e-07
source thermal factor: 1.4e-05
silicon gap (input): 1.12 eV
interband tunnelling margin at surface: 0.12 eV
```
